# Whole 6j matrices from a tridiagonal eigenproblem

## The result

Couple three angular momenta $j_1,j_2,j_3$ to a fixed total $J$. One basis labels the states by $x=j_{12}$, the total of the first two; another labels them by $y=j_{23}$, the total of the last two. Write

$$U(x,y)=\langle (j_1j_2)x,\,j_3;J\,|\,j_1,(j_2j_3)y;J\rangle .$$

The 6j symbol is this overlap with a phase and a normalization taken out:

$$\begin{Bmatrix} j_1&j_2&x\\ j_3&J&y\end{Bmatrix}=\frac{(-1)^{j_1+j_2+j_3+J}}{\sqrt{(2x+1)(2y+1)}}\;U(x,y). \tag{1}$$

In the $x$ basis, $\mathbf J_{23}^2=(\mathbf J_2+\mathbf J_3)^2$ is a real symmetric tridiagonal matrix $T$. With $\hbar=1$ and $c(j)=j(j+1)$, its diagonal is

$$d(x)=c(j_2)+c(j_3)+\frac{[c(x)+c(j_2)-c(j_1)]\,[c(J)-c(x)-c(j_3)]}{2c(x)}, \tag{2}$$

where the fraction is replaced by zero at $x=0$. The element between $x-1$ and $x$ is

$$b(x)=\frac{\sqrt{[x^2-(j_1-j_2)^2][(j_1+j_2+1)^2-x^2][x^2-(j_3-J)^2][(j_3+J+1)^2-x^2]}}{2x\sqrt{4x^2-1}}>0. \tag{3}$$

The eigenvalues are known in advance: they are $y(y+1)$. The normalized eigenvectors are the columns of $U$, and their signs are fixed by

$$U(x_{\max},y)>0\quad\text{for every allowed }y. \tag{4}$$

One diagonalization therefore gives all 6j symbols with the same $j_1,j_2,j_3,J$. The triangle conditions give the ranges

$$\max(|j_1-j_2|,|j_3-J|)\le x\le\min(j_1+j_2,\,j_3+J),$$
$$\max(|j_2-j_3|,|j_1-J|)\le y\le\min(j_2+j_3,\,j_1+J),$$

both in unit steps. Both sets label bases of the same space (total $J$, fixed $M$), so they have the same number $n$ of members.

**Why the columns are eigenvectors.** Apply $\mathbf J_{23}^2$ to the state labelled $y$, take the overlap with the state labelled $x$, and insert the complete set of $x'$ states:

$$\sum_{x'}T(x,x')\,U(x',y)=y(y+1)\,U(x,y).$$

The numbers $y(y+1)$ are all different, so each real normalized eigenvector is unique up to its sign.

## A four-by-four case by hand

Take $j_1=3/2$, $j_2=2$, $j_3=5/2$, $J=2$. Both $x$ and $y$ run over $1/2,3/2,5/2,7/2$. The constants are $c(j_1)=3.75$, $c(j_2)=6$, $c(j_3)=8.75$ and $c(J)=6$.

At $x=1/2$, where $c(x)=0.75$, equation (2) gives

$$d(\tfrac12)=14.75+\frac{(0.75+6-3.75)(6-0.75-8.75)}{1.5}=14.75-7=7.75 .$$

At $x=3/2$ the four brackets in (3) are $2$, $18$, $2$ and $28$, so

$$b(\tfrac32)=\frac{\sqrt{2016}}{3\sqrt8}=5.2915 .$$

The other elements follow in the same way:

$$T=\begin{pmatrix}7.7500&5.2915&0&0\\5.2915&9.5500&4.4900&0\\0&4.4900&7.5214&2.9692\\0&0&2.9692&4.1786\end{pmatrix}.$$

Its computed eigenvalues are $0.75,\,3.75,\,8.75,\,15.75$, which are $y(y+1)$ for the four values of $y$.

A known eigenvalue $\lambda$ lets us find its eigenvector $w$ by recurrence. The row of $Tw=\lambda w$ at $x$ reads

$$b(x)w(x-1)+d(x)w(x)+b(x+1)w(x+1)=\lambda w(x),$$

and hence

$$w(x-1)=\frac{[\lambda-d(x)]\,w(x)-b(x+1)\,w(x+1)}{b(x)}. \tag{5}$$

Start at the top with $w(x_{\max})=1$, where the term in $w(x+1)$ is absent. For $y=1/2$, $\lambda=0.75$:

$$w(\tfrac52)=\frac{0.75-4.1786}{2.9692}=-1.1547,$$
$$w(\tfrac32)=\frac{(0.75-7.5214)(-1.1547)-2.9692}{4.4900}=1.0801,$$
$$w(\tfrac12)=\frac{(0.75-9.55)(1.0801)-4.4900(-1.1547)}{5.2915}=-0.8165 .$$

The first row of the eigenvalue equation has not been used yet. It requires $(7.75-0.75)w(\tfrac12)+5.2915\,w(\tfrac32)=0$, and the two terms are $-5.715$ and $+5.715$. This holds because $\lambda$ is an eigenvalue.

The norm of $w$ is $2.0412$. Dividing by it, in order of rising $x$,

$$U(x,\tfrac12)=(-0.4000,\;0.5292,\;-0.5657,\;0.4899).$$

The last component is positive, as (4) demands. The squares $0.16,\,0.28,\,0.32,\,0.24$ are the probabilities of finding each $j_{12}$ in the state with $j_{23}=1/2$.

The phase in (1) is $(-1)^8=1$. The divisor $\sqrt{(2x+1)\cdot2}$ equals $2,\sqrt8,\sqrt{12},4$, so the 6j symbols are

$$-0.2000,\quad 0.1871,\quad -0.1633,\quad 0.1225,$$

in agreement with the exact values $-1/5,\ \sqrt{14}/20,\ -\sqrt6/15,\ \sqrt6/20$. The other three eigenvalues supply the remaining twelve symbols.

## Derivation of the matrix

### Which elements vanish

Since $\mathbf J_{23}^2=c(j_2)+c(j_3)+2\,\mathbf J_2\cdot\mathbf J_3$, we need the action of $\mathbf J_2$ on states $|x,m\rangle$ of the first pair. It is a vector operator: its commutators with the components of $\mathbf J_{12}$ are again components of $\mathbf J_2$.

Let $x'\ge x+2$. A component of $\mathbf J_2$ changes $m$ by at most one, so $\langle x',x'|J_{2q}|x,m\rangle=0$. The bra $\langle x',m'-1|$ is proportional to $\langle x',m'|J_{12+}$, and

$$\langle x',m'|J_{12+}J_{2q}|x,m\rangle=\langle x',m'|\,J_{2q}J_{12+}+[J_{12+},J_{2q}]\,|x,m\rangle .$$

The right side contains only elements with the bra $\langle x',m'|$. If these vanish, so do those with $m'-1$, and by induction all of them vanish. Hermiticity covers $x'\le x-2$. As $\mathbf J_3$ does not change $x$, $T$ is tridiagonal.

### The diagonal

Within one multiplet $x>0$, let $\mathbf V$ be the part of $\mathbf J_2$ that keeps $x$. Choose $g$ so that $\mathbf W=\mathbf V-g\mathbf J_{12}$ satisfies $W_z|x,x\rangle=0$. Then:

- $W_+|x,x\rangle=0$, because $m=x+1$ does not exist in the multiplet.
- $W_-|x,x\rangle=\beta|x,x-1\rangle$ with $\beta=0$, because $J_{12+}W_-|x,x\rangle=[J_{12+},W_-]|x,x\rangle=2W_z|x,x\rangle=0$.

All components of $\mathbf W$ annihilate $|x,x\rangle$. Moving $J_{12-}$ through $W_q$ yields only further components of $\mathbf W$, so they annihilate every lower state too. Thus $\mathbf V=g\mathbf J_{12}$.

Scalar multiplication by $\mathbf J_{12}$ gives $g\,c(x)=\mathbf J_2\cdot\mathbf J_{12}$. Squaring $\mathbf J_1=\mathbf J_{12}-\mathbf J_2$ and $\mathbf J=\mathbf J_{12}+\mathbf J_3$ gives

$$\mathbf J_2\cdot\mathbf J_{12}=\tfrac12[c(x)+c(j_2)-c(j_1)],\qquad \mathbf J_{12}\cdot\mathbf J_3=\tfrac12[c(J)-c(x)-c(j_3)].$$

The diagonal part of $2\mathbf J_2\cdot\mathbf J_3$ is $2g\,\mathbf J_{12}\cdot\mathbf J_3$, which is the fraction in (2).

For $x=0$ the components $J_{2\pm}$ have no diagonal element, since they change $m$. Neither has $J_{2z}$, since $2J_{2z}=[J_{12+},J_{2-}]$ and $J_{12\pm}$ annihilates the state. The diagonal part is therefore zero.

### One amplitude

The off-diagonal element needs one Clebsch–Gordan coefficient. Couple $a$ and $b$ to $K$, and define

$$A(a,b;K)=\langle a\,a;\,b\,K{-}a\,|\,K\,K\rangle>0 .$$

Its positive sign is the Condon–Shortley convention; lower states are made with $J_-$ and positive square roots.

Let $\alpha_k$ be the component of $|K,K\rangle$ with $m_a=a-k$, and set $n_0=a+b-K$, $q=b+K-a$, $p=a-b+K$. The condition $J_+|K,K\rangle=0$ relates neighbouring components:

$$\frac{\alpha_{k+1}^2}{\alpha_k^2}=\frac{(n_0-k)(q+k+1)}{(k+1)(2a-k)}
\quad\Rightarrow\quad
\alpha_k^2=\alpha_0^2\,\frac{\binom{q+k}{k}\binom{2a-k}{n_0-k}}{\binom{2a}{n_0}} .$$

Because $2a=p+n_0$, the sum over $k$ of the numerator is the coefficient of $z^{n_0}$ in $(1-z)^{-q-1}(1-z)^{-p-1}$. That coefficient is $\binom{p+q+n_0+1}{n_0}$, and $p+q=2K$. Normalization then gives

$$A(a,b;K)^2=\alpha_0^2=\frac{\binom{2a}{n_0}}{\binom{a+b+K+1}{n_0}}=\frac{(2a)!\,(2K+1)!}{(a-b+K)!\,(a+b+K+1)!}. \tag{6}$$

### The off-diagonal element

$J_{12+}$ commutes with $J_{2+}$, so $J_{2+}|x-1,x-1\rangle$ is annihilated by $J_{12+}$. It has $m=x$, hence

$$J_{2+}|x-1,x-1\rangle=\alpha\,|x,x\rangle .$$

Project on $m_1=j_1$, $m_2=x-j_1$:

$$\alpha\,A(j_1,j_2;x)=\sqrt{(j_2+x-j_1)(j_1+j_2+1-x)}\;A(j_1,j_2;x-1).$$

From (6), $A(j_1,j_2;x-1)^2/A(j_1,j_2;x)^2=(j_1+j_2+x+1)(x+j_1-j_2)/[2x(2x+1)]$. Pairing factors into differences of squares,

$$\alpha^2=\frac{[x^2-(j_1-j_2)^2]\,[(j_1+j_2+1)^2-x^2]}{2x(2x+1)},\qquad \alpha>0 .$$

Now include $j_3$. Let $\beta$ be the element of $\mathbf J_2\cdot\mathbf J_3$ from $x-1$ to $x$, taken between states with $M=J$. Project on $|x,x\rangle|j_3,J-x\rangle$ and use

$$\mathbf J_2\cdot\mathbf J_3=J_{2z}J_{3z}+\tfrac12(J_{2+}J_{3-}+J_{2-}J_{3+}).$$

The multiplet $x-1$ has no state with $m=x$ or $m=x+1$, so only the $J_{2+}J_{3-}$ term contributes:

$$\beta\,A(x,j_3;J)=\tfrac12\,\alpha\,\sqrt{(j_3+J+1-x)(x+j_3-J)}\;A(x-1,j_3;J).$$

Equation (6) gives $A(x-1,j_3;J)^2/A(x,j_3;J)^2=(x+j_3+J+1)(x-j_3+J)/[2x(2x-1)]$. Since $b=2\beta$,

$$b(x)^2=\alpha^2\,\frac{[x^2-(j_3-J)^2]\,[(j_3+J+1)^2-x^2]}{2x(2x-1)} .$$

The denominators combine to $4x^2(4x^2-1)$, which yields (3). Each factor is positive for $x_{\min}<x\le x_{\max}$.

The sign of $b$ needs this derivation because the eigenvalue check cannot see it. Reversing the sign of a basis state changes the signs of adjacent $b$'s but no eigenvalue, while it does change the signs of the 6j symbols.

## Why the endpoint is positive

We first need two facts about the coupling of $a$ and $b$ to $K$.

**Coefficients with $m_a=a$ are positive.** For $M=K$ this is the convention. Take the matrix element of $J_-$ between $\langle a\,a;b\,m_b|$ and $|K,M\rangle$. Acting to the left, $J_-$ raises the product state, and $m_a=a$ cannot be raised. Therefore $\langle a\,a;b\,m_b|K,M{-}1\rangle$ is a positive multiple of $\langle a\,a;b\,m_b{+}1|K,M\rangle$, and positivity passes down the ladder.

**Coefficients with $m_b=-b$ are positive.** Use $J_+$ in the same way. Acting to the left it lowers the product state, and $m_b=-b$ cannot be lowered. Coefficients with neighbouring $m_a$ thus have the same sign. The one with $m_a=a$ is positive by the first fact.

Now let $\hat x=x_{\max}$ and consider the product state

$$|P\rangle=|j_1,\,j_1\rangle\,|j_2,\,\hat x-j_1\rangle\,|j_3,\,J-\hat x\rangle .$$

Its first pair has $m_{12}=\hat x$, so among the $x$ states it overlaps only with $\hat x$. That overlap is $A(j_1,j_2;\hat x)\,A(\hat x,j_3;J)>0$. Consequently

$$\langle P|y\rangle=\langle P|\hat x\rangle\,U(\hat x,y).$$

Evaluated directly, the left side is

$$\langle P|y\rangle=\langle j_2\,\hat x{-}j_1;\,j_3\,J{-}\hat x\,|\,y\,J{-}j_1\rangle\;\langle j_1\,j_1;\,y\,J{-}j_1\,|\,J\,J\rangle .$$

The second factor is positive by convention. For the first, either $\hat x=j_1+j_2$, so that $m_2=j_2$, or $\hat x=j_3+J$, so that $m_3=-j_3$. Both cases were shown to be positive, and (4) follows.

## The general algorithm

1. Check the triangle conditions and that $j_1+j_2+j_3+J$ is an integer. List $x$ and $y$.
2. Build $T$ from (2) and (3), and diagonalize it.
3. Sort the eigenvalues upward and compare them with $y(y+1)$.
4. For each $y$, run (5) down from $w(x_{\max})=1$ to the largest component of the numerical eigenvector. Reverse the eigenvector if its sign there differs from that of $w$.
5. Convert to 6j symbols with (1).

For small spins, step 4 amounts to making the last component positive. For large spins that component may be smaller than the rounding error, and its computed sign is then not guaranteed.

The case $j_1=30$, $j_2=32$, $j_3=28$, $J=31$, with $n=57$, shows the difference. The largest absolute error in $U$ is $4\times10^{-15}$, but 13 of the 57 endpoint entries are below $10^{-16}$. At $x=59$, $y=60$ the exact entry is $3.455\times10^{-32}$, whereas the eigenvector from the divide-and-conquer solver used here has $2.7\times10^{-23}$. Its sign happens to be right, as are all 57 endpoint signs in this run, but its magnitude is meaningless. What happens to such tiny entries depends on the solver: on this matrix a QR or bisection solver returns this entry correctly, while an MRRR solver leaves 10 endpoint entries zero or of wrong sign. With all four spins doubled ($n=113$), the divide-and-conquer solver gives 30 wrong endpoint signs, and step 4 still fixes every sign correctly.

The recurrence also repairs the magnitude. At the matching component $x_p$, the ratio $U(x_p,y)/w(x_p)$ is the endpoint entry, because $w(x_{\max})=1$. For the entry above this gives $3.455\times10^{-32}$, and the largest relative error over the whole endpoint row is $7\times10^{-15}$.

The recurrence should stop at the largest component. Let $w$ and $v$ both satisfy (5) at the same $\lambda$ for $x<x_{\max}$, with $v$ free to violate the row at $x_{\max}$. Multiplying each equation by the other solution and subtracting shows that

$$b(x)\,[w(x-1)v(x)-w(x)v(x-1)]$$

does not depend on $x$. Where the wanted solution $w$ becomes very small at two neighbouring values of $x$, an independent solution $v$ must therefore become large, unless $b$ grows to compensate. A rounding error that contains some $v$ is then amplified, and it can swamp $w$ if $w$ falls far enough. In the $n=57$ case the effect is mild: the smallest entry at $x_{\min}$ is $3\times10^{-7}$, and running (5) all the way down raises the largest absolute error to $9\times10^{-12}$. For much larger spins $w$ may also overflow before the peak; rescaling it by positive factors keeps the sign, and the factors must be recorded if the endpoint magnitude is wanted.

The numerical check compares $T$ and $U$ with states built directly from ladder operators, and the 6j matrices with an exact integer sum.

## Values computed for the example and the checks

```
All numbers dimensionless; squared angular momenta in hbar^2
Example j1, j2, j3, J: 1.5 2.0 2.5 2.0
j12 values: 0.5 1.5 2.5 3.5
j23 values: 0.5 1.5 2.5 3.5
diagonal of T (hbar^2):  7.75000000   9.55000000   7.52142857   4.17857143
off-diagonal of T (hbar^2):  5.29150262   4.48998886   2.96922996
computed eigenvalues (hbar^2):  0.75000000   3.75000000   8.75000000   15.75000000
known j23(j23+1) (hbar^2):  0.75000000   3.75000000   8.75000000   15.75000000
recurrence for j23 = 0.5, w by rising j12: -0.81649658   1.08012345  -1.15470054   1.00000000
norm of w: 2.04124145
phase (-1)^(j1+j2+j3+J): 1
U row j12 = 0.5: -0.40000000   0.52915026  -0.56568542   0.48989795
U row j12 = 1.5:  0.52915026  -0.40000000  -0.10690450   0.74065608
U row j12 = 2.5: -0.56568542  -0.10690450   0.68571429   0.44538449
U row j12 = 3.5:  0.48989795   0.74065608   0.44538449   0.11428571
6j row j12 = 0.5: -0.20000000   0.18708287  -0.16329932   0.12247449
6j row j12 = 1.5:  0.18708287  -0.10000000  -0.02182179   0.13093073
6j row j12 = 2.5: -0.16329932  -0.02182179   0.11428571   0.06428571
6j row j12 = 3.5:  0.12247449   0.13093073   0.06428571   0.01428571
exact 6j, j12 = 0.5, j23 = 0.5: -1/5
exact 6j, j12 = 1.5, j23 = 0.5: sqrt(14)/20
exact 6j, j12 = 2.5, j23 = 0.5: -sqrt(6)/15
exact 6j, j12 = 3.5, j23 = 0.5: sqrt(6)/20
definition test: spin sets: 112
definition test: largest error in U: 5.6e-16
Racah sweep: spin sets, 6j entries: 552 2261
Racah sweep: largest 6j error: 3.1e-16
Large case j1, j2, j3, J: 30.0 32.0 28.0 31.0
large case: matrix size n: 57
large case: j12 from, to: 3.0 59.0
large case: j23 from, to: 4.0 60.0
large case: largest eigenvalue error (hbar^2): 9.1e-13
large case: largest absolute error in U: 4.4e-15
endpoint entries with exact U < 1e-16: 13
columns given a wrong or no sign by direct endpoint reading: 0
U at largest j12 and j23, exact sum: 3.45489508e-32
same entry, numerical eigenvector: 2.74451259e-23
same entry, recurrence: 3.45489508e-32
largest relative endpoint error, recurrence: 6.6e-15
```
